**Klein–Gordon and Dirac levels in a Coulomb field**

For a point nucleus of charge Z, with γ = Z/c in atomic units, both equations give E = c²/√(1 + γ²/N²), where N = n − k + √(k² − γ²). Here k = l + 1/2 for a spin-0 particle and k = j + 1/2 for an electron. The program integrates both radial equations numerically at Z = 50 and asserts agreement with this formula; the largest relative deviation is about 10⁻¹¹. It also asserts the expansion through Z⁶/c⁴ symbolically, the mass-velocity and spin-orbit terms by quadrature over hydrogenic functions, and the Darwin term from their value at the origin. The (2j+1)-weighted Dirac average equals the spin-0 level at order Z⁴/c² for l > 0, but not for s states. At Z = 1 the 2s levels differ by 3.3 × 10⁻⁶ hartree, while the averaged 2p levels differ by only 9.0 × 10⁻¹² hartree. The spin-0 s levels of a point nucleus end at Z = c/2 ≈ 68.5, where the 1s energy is c²/√2. Scans with a charged shell at Z = 0.6c find s states at E = c²/2 and, for a smaller shell, at E = 0.

## Numerical verification

```python
"""Klein-Gordon and Dirac levels in the Coulomb field V = -Z/r.

Result under test (Hartree atomic units, gamma = Z/c, eps = E - c^2):
    E = c^2 / sqrt(1 + gamma^2/N^2),  N = n - k + sqrt(k^2 - gamma^2),
with k = l + 1/2 for a spin-0 particle and k = j + 1/2 for an electron.
The spin-0 s levels of a point nucleus exist only for Z < c/2.
The (2j+1)-weighted Dirac average agrees with the spin-0 level at order
Z^4/c^2 for l > 0, but not for l = 0; for l > 0 they part at Z^6/c^4.
Numerical levels come from integrating the wave equations in x = ln r.
The spin-0 nucleus is a charged shell of radius R, made tiny for a point.
"""
import math
import numpy as np
import sympy as sp
from mpmath import mp, mpf
from scipy.constants import physical_constants, fine_structure
from scipy.integrate import solve_ivp, quad
from scipy.optimize import brentq
from scipy.special import spherical_jn
from sympy.physics.hydrogen import R_nl

mp.dps = 40
c = 1.0 / fine_structure
GHZ = physical_constants["hartree-hertz relationship"][0] / 1e9


def level(Z, n, k):
    """Derived formula for eps = E - c^2, in high precision."""
    gam, kk = mpf(Z) / mpf(c), mpf(k)
    N = n - kk + mp.sqrt(kk**2 - gam**2)
    return mpf(c)**2 * (1 / mp.sqrt(1 + (gam / N)**2) - 1)


def wronskian(coeff, inner, outer, x_in, x_mid, x_out):
    """Normalized mismatch of inner and outer solutions; zero at a level."""
    def rhs(x, f):
        a, b, d, e = coeff(math.exp(x))
        return (a * f[0] + b * f[1], d * f[0] + e * f[1])
    ends = []
    for start, x0 in ((inner, x_in), (outer, x_out)):
        sol = solve_ivp(rhs, (x0, x_mid), start, method="DOP853",
                        rtol=1e-10, atol=1e-13)
        assert sol.success
        f = sol.y[:, -1]
        ends.append(f / np.hypot(f[0], f[1]))
    return ends[0][0] * ends[1][1] - ends[0][1] * ends[1][0]


def kg_mismatch(eps, l, Z, x_in):
    """Spin-0 equation for w = u/sqrt(r), shell nucleus of radius exp(x_in)."""
    gam, E, R = Z / c, c * c + eps, math.exp(x_in)
    q = math.sqrt(-eps * (2 * c * c + eps)) / c
    z = R * math.sqrt((E + Z / R)**2 - c**4) / c
    slope = 0.5 + z * spherical_jn(l, z, derivative=True) / spherical_jn(l, z)

    def coeff(r):
        return (0.0, 1.0, (l + 0.5)**2 - gam**2
                - 2 * E * gam * r / c + (q * r)**2, 0.0)
    return wronskian(coeff, (1.0, slope), (1.0, -40.0),
                     x_in, math.log(1 / q), math.log(40 / q))


def dirac_mismatch(eps, kappa, Z):
    """First-order radial Dirac pair (P, Q), point nucleus."""
    gam = Z / c
    q = math.sqrt(-eps * (2 * c * c + eps)) / c

    def coeff(r):
        return (-kappa, gam + r * (2 * c * c + eps) / c,
                -gam - r * eps / c, kappa)
    return wronskian(coeff, (1.0, 0.0), (1.0, -q * c / (2 * c * c + eps)),
                     -22.0, math.log(1 / q), math.log(40 / q))


def find_levels(mismatch, Z, nu_max):
    """Scan nu, where eps = -Z^2/(2 nu^2), and refine every sign change."""
    def f(nu):
        return mismatch(-Z * Z / (2 * nu * nu))
    grid = np.arange(0.65, nu_max, 0.3)
    vals = [f(nu) for nu in grid]
    found = []
    for i in range(len(grid) - 1):
        if vals[i] * vals[i + 1] < 0:
            nu = brentq(f, grid[i], grid[i + 1], xtol=1e-11)
            found.append(-Z * Z / (2 * nu * nu))
    return found


# Numerical spectra against the closed formula at strong coupling
ZH = 50
kg_num, kg_dev, dirac_dev = {}, 0.0, 0.0
for l in range(3):
    found = find_levels(
        lambda e: kg_mismatch(e, l, ZH, -60.0 if l == 0 else -20.0), ZH, 3.1)
    assert len(found) == 3 - l
    for i, value in enumerate(found):
        n = l + 1 + i
        kg_num[n, l] = value
        kg_dev = max(kg_dev, abs(value / float(level(ZH, n, l + 0.5)) - 1))
assert kg_dev < 1e-7
for kappa, n_first in ((-1, 1), (1, 2), (-2, 2)):
    found = find_levels(lambda e: dirac_mismatch(e, kappa, ZH), ZH, 2.2)
    assert len(found) == 3 - n_first
    for i, value in enumerate(found):
        ref = float(level(ZH, n_first + i, abs(kappa)))
        dirac_dev = max(dirac_dev, abs(value / ref - 1))
assert dirac_dev < 1e-7

# Expansion in y = gamma^2 by differentiation of the closed formula
y, n_, k_, l_ = sp.symbols("y n k l", positive=True)
scaled = 1 / sp.sqrt(1 + y / (n_ - k_ + sp.sqrt(k_**2 - y))**2)
taylor = [sp.simplify(sp.diff(scaled, y, i).subs(y, 0) / sp.factorial(i))
          for i in (1, 2, 3)]
claimed = [-1 / (2 * n_**2),
           -(n_ / k_ - sp.Rational(3, 4)) / (2 * n_**4),
           -1 / (8 * n_**3 * k_**3) - 3 / (8 * n_**4 * k_**2)
           + 3 / (4 * n_**5 * k_) - 5 / (16 * n_**6)]
for found_c, claimed_c in zip(taylor, claimed):
    assert sp.simplify(found_c - claimed_c) == 0


def average_minus_kg(term):
    """(2j+1)-weighted Dirac coefficient minus spin-0 coefficient, l > 0."""
    avg = ((l_ + 1) * term.subs(k_, l_ + 1) + l_ * term.subs(k_, l_)) \
        / (2 * l_ + 1)
    return sp.simplify(avg - term.subs(k_, l_ + sp.Rational(1, 2)))


L_ = l_ * (l_ + 1)
gap6 = -((6 * L_ + 1) / (8 * n_**3 * (2 * l_ + 1)**3 * L_**2)
         + 3 / (8 * n_**4 * L_ * (2 * l_ + 1)**2))
assert average_minus_kg(taylor[1]) == 0
assert sp.simplify(average_minus_kg(taylor[2]) - gap6) == 0

# Origin of the Z^4/c^2 terms, from hydrogenic functions with Z = 1
r_ = sp.symbols("r", positive=True)


def c2(n, k):
    return float(taylor[1].subs({n_: n, k_: k}))


for n in (1, 2, 3):
    for l in range(n):
        radial = sp.lambdify(r_, R_nl(n, l, r_, 1), "math")
        mass_velocity = -0.5 * quad(
            lambda r: (r * radial(r) * (-0.5 / n**2 + 1 / r))**2,
            0, 100, limit=300, epsabs=1e-11)[0]
        assert abs(mass_velocity - c2(n, sp.Rational(2 * l + 1, 2))) < 1e-8
        if l == 0:
            darwin = float(R_nl(n, 0, r_, 1).subs(r_, 0))**2 / 8
            assert abs(mass_velocity + darwin - c2(n, 1)) < 1e-8
        else:
            inv_r3 = quad(lambda r: radial(r)**2 / r, 0, 100,
                          limit=300, epsabs=1e-11)[0]
            for k, l_dot_s in ((l + 1, l / 2), (l, -(l + 1) / 2)):
                total = mass_velocity + 0.5 * inv_r3 * l_dot_s
                assert abs(total - c2(n, k)) < 1e-8

# Close to the critical charge: level of a vanishingly small shell
Z_near = 0.49 * c
nu = brentq(lambda v: kg_mismatch(-Z_near**2 / (2 * v * v), 0, Z_near, -100.0),
            0.55, 1.0, xtol=1e-11)
near_num = 1 - Z_near**2 / (2 * nu * nu) / c**2
near_formula = 1 + float(level(Z_near, 1, 0.5)) / c**2
assert abs(near_num - near_formula) < 1e-6
E_crit = 1 + float(level(c / 2, 1, 0.5)) / c**2
assert abs(E_crit - 1 / math.sqrt(2)) < 1e-7


def shell_scan(coupling, E_over_c2, log_radii):
    """Mismatch at fixed energy as a function of ln(cR)."""
    eps = (E_over_c2 - 1) * c * c
    return [kg_mismatch(eps, 0, coupling * c, t - math.log(c))
            for t in log_radii]


# Below c/2 no shell, however small, pulls the level down to E = c^2/2
below = shell_scan(0.45, 0.5, np.linspace(-0.7, -60.0, 14))
assert all(v * below[0] > 0 for v in below)

# Above c/2 the lowest level passes E = c^2/2 and E = 0 at finite radii
radius = {}
for target in (0.5, 0.0):
    grid = np.arange(-0.7, -17.0, -1.5)
    vals = shell_scan(0.6, target, grid)
    changes = [i for i in range(len(grid) - 1) if vals[i] * vals[i + 1] < 0]
    assert changes
    i = changes[0]
    t = brentq(lambda s: shell_scan(0.6, target, [s])[0],
               grid[i + 1], grid[i], xtol=1e-9)
    radius[target] = math.exp(t)
assert radius[0.0] < radius[0.5]


def comparison(Z):
    """Levels with n = 2 and the (2j+1)-weighted 2p average."""
    s0, p0 = level(Z, 2, 0.5), level(Z, 2, 1.5)
    d1, d2 = level(Z, 2, 1), level(Z, 2, 2)
    return s0, p0, d1, d2, (d1 + 2 * d2) / 3


gap6_2p = float(gap6.subs({n_: 2, l_: 1}))
s0, p0, d1, d2, avg = comparison(1)
kg_split, dirac_split = float(p0 - s0), float(d2 - d1)
gap_s, gap_p = float(d1 - s0), float(avg - p0)
assert abs(kg_split * 12 * c**2 - 1) < 1e-3
assert abs(dirac_split * 32 * c**2 - 1) < 1e-3
assert abs(gap_s * 16 * c**2 - 1) < 1e-3
assert abs(gap_p / (gap6_2p / c**4) - 1) < 1e-3

print(f"speed of light c = {c:.6f} a.u.")
print(f"1 hartree / h = {GHZ:.6e} GHz")
print("--- Z = 1, n = 2; shifts are relative to -1/8 hartree")
for name, e in (("spin-0 2s", s0), ("spin-0 2p", p0),
                ("Dirac 2s1/2 and 2p1/2", d1), ("Dirac 2p3/2", d2),
                ("Dirac 2p average", avg)):
    print(f"shift {name} = {float(e + mpf(1) / 8):.6e} hartree")
print(f"spin-0 splitting 2p - 2s = {kg_split:.6e} hartree")
print(f"spin-0 splitting 2p - 2s = {kg_split * GHZ:.4f} GHz")
print(f"Dirac splitting 2p3/2 - 2p1/2 = {dirac_split:.6e} hartree")
print(f"Dirac splitting 2p3/2 - 2p1/2 = {dirac_split * GHZ:.4f} GHz")
print(f"ratio of splittings = {kg_split / dirac_split:.5f}")
print(f"2s: Dirac - spin-0 = {gap_s:.6e} hartree")
print(f"2p: Dirac average - spin-0 = {gap_p:.4e} hartree")
print(f"2p: leading Z^6/c^4 value = {gap6_2p / c**4:.4e} hartree")
print(f"2p: coefficient of Z^6/c^4 = {gap6_2p:.7f}")

s0, p0, d1, d2, avg = comparison(ZH)
one_s, one_d = level(ZH, 1, 0.5), level(ZH, 1, 1)
gamH = ZH / c
print(f"--- Z = {ZH}; energies are eps = E - c^2")
print(f"gamma = Z/c = {gamH:.6f}")
print(f"N for spin-0 1s = {0.5 + math.sqrt(0.25 - gamH**2):.6f}")
print(f"nonrelativistic 1s = {-ZH**2 / 2:.4f} hartree")
print(f"nonrelativistic n=2 = {-ZH**2 / 8:.4f} hartree")
for name, e in (("spin-0 1s", one_s), ("Dirac 1s1/2", one_d),
                ("spin-0 2s", s0), ("spin-0 2p", p0),
                ("Dirac 2s1/2 and 2p1/2", d1), ("Dirac 2p3/2", d2),
                ("Dirac 2p average", avg)):
    print(f"{name} = {float(e):.4f} hartree")
print(f"spin-0 1s, integrated = {kg_num[1, 0]:.4f} hartree")
print(f"spin-0 2p, integrated = {kg_num[2, 1]:.4f} hartree")
print(f"1s: Dirac - spin-0 = {float(one_d - one_s):.4f} hartree")
print(f"2s: Dirac - spin-0 = {float(d1 - s0):.4f} hartree")
print(f"2p: Dirac average - spin-0 = {float(avg - p0):.4f} hartree")
print(f"2p: leading Z^6/c^4 value = {gap6_2p * ZH**6 / c**4:.4f} hartree")
print(f"largest relative deviation, spin-0 levels = {kg_dev:.1e}")
print(f"largest relative deviation, Dirac levels = {dirac_dev:.1e}")
print("--- critical charge, spin-0 s states")
print(f"critical charge c/2 = {c / 2:.4f}")
print(f"1s energy at Z = c/2: E/c^2 = {E_crit:.6f}")
print(f"1s binding at Z = c/2: {1 - E_crit:.6f} c^2")
print(f"Z = 0.49c: E/c^2 formula = {near_formula:.6f}")
print(f"Z = 0.49c: E/c^2 integrated = {near_num:.6f}")
print(f"Z = 0.6c: E = c^2/2 at shell radius {radius[0.5]:.4e} hbar/(mc)")
print(f"Z = 0.6c: E = 0 at shell radius {radius[0.0]:.4e} hbar/(mc)")
print("success")
```

Output:

```
speed of light c = 137.035999 a.u.
1 hartree / h = 6.579684e+06 GHz
--- Z = 1, n = 2; shifts are relative to -1/8 hartree
shift spin-0 2s = -5.408842e-06 hartree
shift spin-0 2p = -9.707400e-07 hartree
shift Dirac 2s1/2 and 2p1/2 = -2.080189e-06 hartree
shift Dirac 2p3/2 = -4.160290e-07 hartree
shift Dirac 2p average = -9.707490e-07 hartree
spin-0 splitting 2p - 2s = 4.438102e-06 hartree
spin-0 splitting 2p - 2s = 29.2013 GHz
Dirac splitting 2p3/2 - 2p1/2 = 1.664160e-06 hartree
Dirac splitting 2p3/2 - 2p1/2 = 10.9496 GHz
ratio of splittings = 2.66687
2s: Dirac - spin-0 = 3.328653e-06 hartree
2p: Dirac average - spin-0 = -9.0262e-12 hartree
2p: leading Z^6/c^4 value = -9.0257e-12 hartree
2p: coefficient of Z^6/c^4 = -0.0031829
--- Z = 50; energies are eps = E - c^2
gamma = Z/c = 0.364868
N for spin-0 1s = 0.841865
nonrelativistic 1s = -1250.0000 hartree
nonrelativistic n=2 = -312.5000 hartree
spin-0 1s = -1548.6561 hartree
Dirac 1s1/2 = -1294.6261 hartree
spin-0 2s = -357.9618 hartree
spin-0 2p = -318.7653 hartree
Dirac 2s1/2 and 2p1/2 = -326.4948 hartree
Dirac 2p3/2 = -315.1444 hartree
Dirac 2p average = -318.9278 hartree
spin-0 1s, integrated = -1548.6561 hartree
spin-0 2p, integrated = -318.7653 hartree
1s: Dirac - spin-0 = 254.0300 hartree
2s: Dirac - spin-0 = 31.4670 hartree
2p: Dirac average - spin-0 = -0.1625 hartree
2p: leading Z^6/c^4 value = -0.1410 hartree
largest relative deviation, spin-0 levels = 1.3e-11
largest relative deviation, Dirac levels = 5.7e-12
--- critical charge, spin-0 s states
critical charge c/2 = 68.5180
1s energy at Z = c/2: E/c^2 = 0.707107
1s binding at Z = c/2: 0.292893 c^2
Z = 0.49c: E/c^2 formula = 0.774273
Z = 0.49c: E/c^2 integrated = 0.774273
Z = 0.6c: E = c^2/2 at shell radius 6.9874e-03 hbar/(mc)
Z = 0.6c: E = 0 at shell radius 7.9337e-04 hbar/(mc)
success
```
